**Electron-hole mass asymmetry of Bernal bilayer graphene: lattice test**

To first order, the band-edge asymmetry $(m_h-m_e)/(m_h+m_e)$ is $2\gamma_4/\gamma_0+\Delta/\gamma_1$. Here $\gamma_0$ is the in-plane hopping, $\gamma_1$ the dimer hopping, $\gamma_4$ the dimer-to-nondimer interlayer hopping and $\Delta$ the energy of the dimer sites above the nondimer sites. The program builds the Bloch Hamiltonian from atomic positions and asserts that its band-edge masses agree with the closed forms, that the two first-order coefficients are 2 and 1, and that the remaining error is cubic. A symbolic determinant confirms that the linearized four-band problem without skew hopping splits into two sectors. The program also asserts the dimer weight and the common upward shift of both low bands, and compares cyclotron masses from contour areas with the finite-density formulas at three densities. For the rough typical parameters used, the first-order band-edge asymmetry is 0.143 and the lattice value is 0.142; at $10^{12}$ cm$^{-2}$ the lattice value is 0.116. Further output gives the effect of skew hopping, second-neighbour hopping and layer bias on the asymmetry, along with the thermal energy at 300 K and an estimate of the interaction strength.

## Verification by program

```python
# Electron-hole mass asymmetry of Bernal bilayer graphene.
# Result under test, to first order in lam = g4/g0 and delta = D/g1:
#   (m_h - m_e)/(m_h + m_e) = 2*lam + delta           at the band edge,
#   = (delta + (2 + x)*lam)/(1 + x)                   at equal density n,
# with x = (2*hbar*v*k/g1)^2, k = sqrt(pi*n), hbar*v = sqrt(3)*a*g0/2.
# g0: in-plane hopping, g1: dimer hopping, g4: dimer-to-nondimer hopping,
# D: energy of dimer sites above nondimer sites, g3: nondimer-to-nondimer
# interlayer hopping, t2: in-plane second-neighbour hopping, U: layer bias.
# Energies in eV, lengths in nm, masses in free-electron masses.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

a = 0.246
g0, g1, g4, D = 3.1, 0.38, 0.14, 0.020
C = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m_e in eV nm^2
K_POINT = np.array([4 * np.pi / (3 * a), 0.0])
ANGLES = np.arange(24) * (2 * np.pi / 3) / 24    # threefold symmetry
DIRS = np.column_stack([np.cos(ANGLES), np.sin(ANGLES)])


class Lattice:
    """Bloch Hamiltonian assembled from atomic positions."""

    def __init__(self, g4=g4, D=D, g3=0.0, t2=0.0, U=0.0):
        bond = a / np.sqrt(3)
        tau = np.array([0.0, bond])
        pos = [0 * tau, tau, tau, 2 * tau]       # A1, B1, A2, B2
        layer, sub = [1, 1, 2, 2], "ABAB"
        vectors, rows = [], []
        for i in range(4):
            for j in range(4):
                for n1 in range(-3, 4):
                    for n2 in range(-3, 4):
                        shift = np.array([n1 * a + n2 * a / 2,
                                          n2 * a * np.sqrt(3) / 2])
                        d = pos[j] + shift - pos[i]
                        r = np.hypot(*d)
                        t = 0.0
                        if layer[i] == layer[j]:
                            if abs(r - bond) < 1e-6:
                                t = -g0
                            elif abs(r - a) < 1e-6:
                                t = t2
                        elif r < 1e-6:
                            t = g1
                        elif abs(r - bond) < 1e-6:
                            t = g4 if sub[i] == sub[j] else g3
                        if t != 0.0:
                            row = np.zeros(16)
                            row[4 * i + j] = t
                            vectors.append(d)
                            rows.append(row)
        self.vectors, self.rows = np.array(vectors), np.array(rows)
        # 3*t2 places the energy zero at the nondimer level at K
        self.onsite = np.diag([U / 2, D + U / 2, D - U / 2, -U / 2]) \
            + 3 * t2 * np.eye(4)

    def matrix(self, q):
        phase = np.exp(1j * (K_POINT + q) @ self.vectors.T)
        return (phase @ self.rows).reshape(-1, 4, 4) + self.onsite

    def energy(self, q, carrier):
        levels = np.linalg.eigvalsh(self.matrix(q))
        return levels[:, 2] if carrier == "e" else -levels[:, 1]

    def edge_mass(self, carrier, k=1e-3):
        return C * k**2 / (2 * np.mean(self.energy(k * DIRS, carrier)))

    def area(self, E, carrier):
        low, high = np.zeros(len(DIRS)), np.full(len(DIRS), 1.5)
        for _ in range(42):
            mid = (low + high) / 2
            inside = self.energy(mid[:, None] * DIRS, carrier) < E
            low, high = np.where(inside, mid, low), np.where(inside, high, mid)
        return np.pi * np.mean(((low + high) / 2)**2)

    def cyclotron(self, n, carrier):
        """Fermi energy and cyclotron mass; n in nm^-2, fourfold degenerate."""
        E = brentq(lambda y: self.area(y, carrier) - np.pi**2 * n,
                   0.018, 0.25, xtol=1e-9)
        h = 1e-4
        slope = (self.area(E + h, carrier) - self.area(E - h, carrier)) / (2*h)
        return E, C * slope / (2 * np.pi)


def asym(me, mh):
    return (mh - me) / (mh + me)


def edge_asym(model):
    return asym(model.edge_mass("e"), model.edge_mass("h"))


# Symbolic test: the 4x4 determinant splits into two 2x2 sectors.
px, py, v, v4, G, S, E = sp.symbols("px py v v4 G S E", real=True)
pi_, pid = px + sp.I * py, px - sp.I * py
H = sp.Matrix([[0, v * pid, -v4 * pid, 0],
               [v * pi_, S, G, -v4 * pid],
               [-v4 * pi_, G, S, v * pid],
               [0, -v4 * pi_, v * pi_, 0]])
det = (E * sp.eye(4) - H).det(method="berkowitz")
p2 = px**2 + py**2
sectors = ((E * (E - S - G) - (v - v4)**2 * p2)
           * (E * (E - S + G) - (v + v4)**2 * p2))
assert sp.expand(det - sectors) == 0

# Derived quantities
hv = np.sqrt(3) * a * g0 / 2
lam, delta = g4 / g0, D / g1
eta = 2 * lam + delta
m0 = C * g1 / (2 * hv**2)
me_closed = C * (g1 - D) / (2 * (hv * (1 + lam))**2)
mh_closed = C * (g1 + D) / (2 * (hv * (1 - lam))**2)

# Velocity from the lattice matrix elements near K
base = Lattice()
k_small = 1e-3
M = base.matrix(k_small * DIRS)
assert np.allclose(abs(M[:, 0, 1]) / k_small, hv, rtol=1e-3)
assert np.allclose(M[:, 0, 2] / M[:, 0, 1], -lam, atol=1e-8)

# Band-edge masses from diagonalization against closed forms
me_edge, mh_edge = base.edge_mass("e"), base.edge_mass("h")
assert abs(me_edge / me_closed - 1) < 1e-4
assert abs(mh_edge / mh_closed - 1) < 1e-4

# First-order coefficients separately, and cubic size of the error
small = 0.002
slope4 = edge_asym(Lattice(g4=small * g0, D=0.0)) / small
slopeD = edge_asym(Lattice(g4=0.0, D=small * g1)) / small
assert abs(slope4 - 2) < 1e-3 and abs(slopeD - 1) < 1e-3
err_full = eta - edge_asym(base)
err_half = eta / 2 - edge_asym(Lattice(g4=g4 / 2, D=D / 2))
assert 7 < err_full / err_half < 9

# Causal reading: dimer weight and common upward shifts of both low bands
k_test = 0.02
plain = Lattice(g4=0.0, D=0.0)
_, vec = np.linalg.eigh(plain.matrix(k_test * DIRS))
weight = np.sum(abs(vec[:, 1:3, 1:3])**2, axis=1)
assert np.allclose(weight, (hv * k_test / g1)**2, rtol=0.02)
unit = (hv * k_test)**2 / g1
for model, expected in ((Lattice(g4=0.0, D=small * g1), small * unit),
                        (Lattice(g4=small * g0, D=0.0), 2 * small * unit)):
    for carrier, sign in (("e", 1), ("h", -1)):
        shift = sign * np.mean(model.energy(k_test * DIRS, carrier)
                               - plain.energy(k_test * DIRS, carrier))
        assert abs(shift / expected - 1) < 0.03

print(f"lattice constant a = {a:.3f} nm")
print(f"g0, g1 = {g0:.2f}, {g1:.2f} eV")
print(f"g4, D = {g4:.2f}, {D:.3f} eV")
print(f"hbar*v = {hv:.4f} eV nm")
print(f"v = {hv * 1e-9 * const.e / const.hbar:.3e} m/s")
print(f"lam = g4/g0 = {lam:.5f}")
print(f"delta = D/g1 = {delta:.5f}")
print(f"first-order asymmetry 2*lam+delta = {eta:.5f}")
print(f"m0 = {m0:.5f} m_e")
print(f"first-order electron mass = {m0 * (1 - eta):.5f} m_e")
print(f"first-order hole mass = {m0 * (1 + eta):.5f} m_e")
print(f"closed-form electron mass = {me_closed:.5f} m_e")
print(f"closed-form hole mass = {mh_closed:.5f} m_e")
print(f"lattice electron mass = {me_edge:.5f} m_e")
print(f"lattice hole mass = {mh_edge:.5f} m_e")
print(f"lattice electron mass = {me_edge * const.m_e:.3e} kg")
print(f"lattice hole mass = {mh_edge * const.m_e:.3e} kg")
print(f"lattice band-edge asymmetry = {edge_asym(base):.5f}")
print(f"slope in lam = {slope4:.4f}, slope in delta = {slopeD:.4f}")
print(f"error ratio on halving g4 and D = {err_full / err_half:.2f}")

# Finite density: contour areas on the lattice against closed forms
results = {}
for n12 in (1, 2, 4):
    n = n12 * 0.01                               # 1e12 cm^-2 = 0.01 nm^-2
    k = np.sqrt(np.pi * n)
    x = (2 * hv * k / g1)**2
    first = (delta + (2 + x) * lam) / (1 + x)
    pair = []
    for carrier, s in (("e", 1), ("h", -1)):
        EF, mass = base.cyclotron(n, carrier)
        gap, w = g1 - s * D, hv * (1 + s * lam)
        root = np.sqrt(gap**2 + 4 * w**2 * k**2)
        assert abs(mass / (C * root / (2 * w**2)) - 1) < 2e-3
        assert abs(EF / ((root - gap) / 2) - 1) < 2e-3
        pair.append((EF, mass))
    value = asym(pair[0][1], pair[1][1])
    assert abs(value - first) < 1.5e-3           # cubic remainder
    results[n12] = (pair, value)
    print(f"n = {n12}e12 cm^-2: k = {k:.4f} nm^-1, x = {x:.4f}")
    print(f"  masses e, h = {pair[0][1]:.5f}, {pair[1][1]:.5f} m_e")
    print(f"  asymmetry lattice, formula = {value:.5f}, {first:.5f}")

# Sizes of neglected effects at n = 1e12 cm^-2
n = 0.01
(pair, value) = results[1]


def density_asym(**extra):
    model = Lattice(**extra)
    return asym(model.cyclotron(n, "e")[1], model.cyclotron(n, "h")[1])


g3, t2 = 0.3, 0.1
lifshitz = g1 * (g3 / g0)**2 / 4
k_leg = g1 * g3 / (g0 * hv)
line = np.linspace(0, k_leg, 801)[:, None]
warped = Lattice(g4=0.0, D=0.0, g3=g3)
barrier = min(np.max(warped.energy(line * np.array([sgn, 0.0]), "e"))
              for sgn in (1, -1))
assert abs(barrier / lifshitz - 1) < 0.05
t2_shift = edge_asym(Lattice(t2=t2)) - edge_asym(base)
assert abs(t2_shift - t2 * g1 / g0**2) < 1e-4

spacing = 0.335
bias = const.e * (n * 1e18) * spacing * 1e-9 / (2 * const.epsilon_0)
kT = const.k * 300 / const.e
bohr = const.physical_constants["Bohr radius"][0] * 1e9
kappa = 4.0
mean_mass = (pair[0][1] + pair[1][1]) / 2
r_s = mean_mass / (kappa * bohr * np.sqrt(np.pi * n))

print("Neglected effects, n = 1e12 cm^-2:")
print(f"Fermi energy e, h = {1e3*pair[0][0]:.2f}, {1e3*pair[1][0]:.2f} meV")
print(f"thermal energy at 300 K = {1e3 * kT:.2f} meV")
print(f"g3 = {g3:.2f} eV, Lifshitz estimate = {1e3 * lifshitz:.3f} meV")
print(f"Lifshitz energy from lattice = {1e3 * barrier:.3f} meV")
print(f"asymmetry without extras = {value:.5f}")
print(f"asymmetry with g3 = +{g3:.1f} eV: {density_asym(g3=g3):.5f}")
print(f"asymmetry with g3 = -{g3:.1f} eV: {density_asym(g3=-g3):.5f}")
print(f"band-edge shift t2*g1/g0^2 = {t2 * g1 / g0**2:.5f}")
print(f"band-edge shift from lattice = {t2_shift:.5f}")
print(f"asymmetry with t2 = +{t2:.1f} eV: {density_asym(t2=t2):.5f}")
print(f"asymmetry with t2 = -{t2:.1f} eV: {density_asym(t2=-t2):.5f}")
print(f"layer spacing = {spacing:.3f} nm")
print(f"unscreened single-gate bias = {1e3 * bias:.2f} meV")
print(f"asymmetry with this bias = {density_asym(U=bias):.5f}")
print(f"r_s for permittivity {kappa:.0f} = {r_s:.2f}")
print("all tests passed")
```

It prints:

```
lattice constant a = 0.246 nm
g0, g1 = 3.10, 0.38 eV
g4, D = 0.14, 0.020 eV
hbar*v = 0.6604 eV nm
v = 1.003e+06 m/s
lam = g4/g0 = 0.04516
delta = D/g1 = 0.05263
first-order asymmetry 2*lam+delta = 0.14295
m0 = 0.03319 m_e
first-order electron mass = 0.02845 m_e
first-order hole mass = 0.03794 m_e
closed-form electron mass = 0.02879 m_e
closed-form hole mass = 0.03832 m_e
lattice electron mass = 0.02879 m_e
lattice hole mass = 0.03832 m_e
lattice electron mass = 2.622e-32 kg
lattice hole mass = 3.491e-32 kg
lattice band-edge asymmetry = 0.14210
slope in lam = 2.0000, slope in delta = 1.0000
error ratio on halving g4 and D = 7.94
n = 1e12 cm^-2: k = 0.1772 nm^-1, x = 0.3796
  masses e, h = 0.03482, 0.04392 m_e
  asymmetry lattice, formula = 0.11555, 0.11605
n = 2e12 cm^-2: k = 0.2507 nm^-1, x = 0.7591
  masses e, h = 0.03996, 0.04889 m_e
  asymmetry lattice, formula = 0.10046, 0.10075
n = 4e12 cm^-2: k = 0.3545 nm^-1, x = 1.5183
  masses e, h = 0.04866, 0.05757 m_e
  asymmetry lattice, formula = 0.08389, 0.08399
Neglected effects, n = 1e12 cm^-2:
Fermi energy e, h = 37.63, 29.11 meV
thermal energy at 300 K = 25.85 meV
g3 = 0.30 eV, Lifshitz estimate = 0.890 meV
Lifshitz energy from lattice = 0.888 meV
asymmetry without extras = 0.11555
asymmetry with g3 = +0.3 eV: 0.11590
asymmetry with g3 = -0.3 eV: 0.11590
band-edge shift t2*g1/g0^2 = 0.00395
band-edge shift from lattice = 0.00392
asymmetry with t2 = +0.1 eV: 0.12018
asymmetry with t2 = -0.1 eV: 0.11093
layer spacing = 0.335 nm
unscreened single-gate bias = 30.31 meV
asymmetry with this bias = 0.12732
r_s for permittivity 4 = 1.05
all tests passed
```
